# Where spurious shielding appears for a displaced hydrogen atom in a small basis

**Question: spurious shielding of a displaced hydrogen atom in a small basis**

I am trying to understand why GIPAW needs its field-dependent phase, and I am stuck on an exercise. A hydrogen-like atom sits at $\mathbf d$ in a uniform field with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, and the basis is truncated to the 1s function and one set of p functions on the atom. I am to compute the spurious shielding linear in $\mathbf d$ and show that the gauge-including phase removes it. When I evaluate the shielding at the nucleus, every term containing $\mathbf d$ integrates to zero, so there is nothing to remove. Have I dropped a term? If not, where does the linear term live, what is its formula, and how does the phase cancel it?

**Answer**

You have not dropped a term. For the free 1s atom in an atom-centred basis the linear term vanishes at the atom's own nucleus, by parity. It appears at a probe point off the nucleus (a neighbouring nucleus, or a point in space), and at the nucleus once the atom is polarized.

### Conventions

I use Gaussian atomic units, $c=1/\alpha$, electron charge $-1$, a fixed nucleus of charge $Z$ at $\mathbf d$, and non-relativistic orbital magnetism only (no spin). Let $\mathbf s=\mathbf r-\mathbf d$. A point moment $\mathbf m$ sits at $\mathbf d+\mathbf t$, with $\mathbf u=\mathbf s-\mathbf t$ and $\mathbf A_m=\mathbf m\times\mathbf u/u^3$. The Hamiltonian is $H=\tfrac12(\mathbf p+\mathbf A/c+\mathbf A_m/c)^2-Z/s$, and the electric current density is $\mathbf j=-\mathrm{Re}\,\Psi^*(\mathbf p+\mathbf A/c)\Psi$. The basis does not depend on $\mathbf m$, so the energy linear in $\mathbf m$ is an expectation value:

$$E_m=-\frac1c\int\mathbf j\cdot\mathbf A_m\,d^3s=-\mathbf m\cdot\mathbf B_{\rm ind},\qquad \mathbf B_{\rm ind}=\frac1c\int\frac{\mathbf j\times(\mathbf t-\mathbf s)}{u^3}\,d^3s .$$

The second form uses $\mathbf j\cdot(\mathbf m\times\mathbf u)=\mathbf m\cdot(\mathbf u\times\mathbf j)$ and $\mathbf u\times\mathbf j=\mathbf j\times(\mathbf t-\mathbf s)$. It is an identity, valid whether or not $\mathbf j$ is conserved. The shielding is defined by $B_{{\rm ind},\alpha}=-\sigma_{\alpha\beta}B_\beta$ to first order in $B$, so $E_m=m_\alpha\sigma_{\alpha\beta}B_\beta$.

The basis is the exact ground state $\psi_0=N_0e^{-Zs}$, $N_0=(Z^3/\pi)^{1/2}$, and $\varphi_k=Ns_ke^{-\zeta s}$, $k=x,y,z$. The angular average of $s_is_k$ is $s^2\delta_{ik}/3$, so $1=N^2\frac{4\pi}{3}\frac{24}{(2\zeta)^5}$ and $N=(\zeta^5/\pi)^{1/2}$. I write $\beta=Z+\zeta$ and $P_n(x)=\frac1{(n-1)!}\int_0^xy^{n-1}e^{-y}dy=1-e^{-x}\sum_{k<n}x^k/k!$.

The displacement enters through a constant vector:

$$\mathbf A=\tfrac12\mathbf B\times\mathbf s+\mathbf a,\qquad \mathbf a=\tfrac12\mathbf B\times\mathbf d,\qquad H^{(1)}=\frac{\mathbf B\cdot\mathbf L}{2c}+\frac{\mathbf a\cdot\mathbf p}{c},$$

with $\mathbf L=\mathbf s\times\mathbf p$ and $\mathbf L\psi_0=0$. The first-order current is a sum of a part without $\mathbf a$, giving $\sigma^0$, and a part linear in $\mathbf a$, giving $\Delta\sigma$. Since $\mathbf a$ carries one power of $B$ and one of $d$, $\Delta\sigma$ is exactly linear in $\mathbf d$; no small-displacement expansion is made.

### Why you found zero

At $\mathbf t=0$ the terms of $E_m$ containing $\mathbf a$ are the diamagnetic one, $\mathbf a\cdot(\mathbf m\times\langle\mathbf s/s^3\rangle)/c^2$, and the second-order coupling of $\mathbf a\cdot\mathbf p/c$ with $\mathbf A_m\cdot\mathbf p/c=\mathbf m\cdot\mathbf L/(cs^3)$. The first averages an odd function over an even density. In the second, $\mathbf a\cdot\mathbf p$ is odd and $\mathbf L/s^3$ is even, so no intermediate state connects to the ground state through both. This holds for a non-degenerate state in a potential that is even about the nucleus, in any basis whose functions have definite parity about the nucleus.

### The true shielding

Without $\mathbf a$ the wavefunction does not respond, because $\mathbf L\psi_0=0$, and $\mathbf j^0=-n\,\mathbf B\times\mathbf s/2c$ with $n=\psi_0^2$. Using $(\mathbf B\times\mathbf s)\times\mathbf u=\mathbf s(\mathbf B\cdot\mathbf u)-\mathbf B(\mathbf s\cdot\mathbf u)$,

$$\sigma^0_{\alpha\beta}=\frac{1}{2c^2}\left[\delta_{\alpha\beta}\,\mathrm{tr}\,T-T_{\alpha\beta}\right],\qquad T_{\alpha\beta}=\Big\langle\frac{s_\alpha u_\beta}{u^3}\Big\rangle=\frac{\partial}{\partial t_\beta}\Big\langle\frac{s_\alpha}{u}\Big\rangle .$$

In the multipole expansion of $1/u$ only the dipole term $(r_</r_>^2)\,\hat{\mathbf s}\cdot\hat{\mathbf t}$ survives the angular average with $s_\alpha$, and $\hat s_\alpha\,\hat{\mathbf s}\cdot\hat{\mathbf t}$ averages to $\hat t_\alpha/3$. Hence $\langle s_\alpha/u\rangle=t_\alpha G(t)$ with $G=\tfrac13(I/t^3+J)$ and

$$I=\int_0^t4\pi s^4n\,ds=4Z^3\frac{24}{(2Z)^5}P_5(2Zt)=\frac{3P_5(2Zt)}{Z^2},$$
$$J=\int_t^\infty4\pi s\,n\,ds=4Z^3e^{-2Zt}\Big(\frac{t}{2Z}+\frac1{4Z^2}\Big)=Ze^{-2Zt}(1+2Zt).$$

In $G'$ the boundary terms $+4\pi t\,n/3$ and $-4\pi t\,n/3$ cancel, leaving $G'=-I/t^4$. So $T=G\,\delta-\hat{\mathbf t}\hat{\mathbf t}\,I/t^3$ and $\mathrm{tr}\,T=3G-I/t^3=J$. For $\mathbf t$ along $z$,

$$\sigma^0_{xx}=\sigma^0_{yy}=\frac{2J-I/t^3}{6c^2},\qquad\sigma^0_{zz}=\frac{J+I/t^3}{3c^2},\qquad\sigma^0_{\rm iso}=\frac{J}{3c^2},$$

and $t\to0$ gives the Lamb value $Z/3c^2$.

### Response to $\mathbf a\cdot\mathbf p$

In a complete basis, $[H_0,s_k]=-ip_k$ gives $p_k\psi_0=i(H_0-E_0)s_k\psi_0$, and so

$$\psi^{(1)}_{\rm exact}=-(H_0-E_0)^{-1}\frac{\mathbf a\cdot\mathbf p}{c}\psi_0=-\frac ic(\mathbf a\cdot\mathbf s)\psi_0 ,$$

the first-order term of $e^{-i\mathbf a\cdot\mathbf s/c}\psi_0$.

In the truncated basis $H_0$ is diagonal: s and p differ in parity, and the three p functions differ under reflections. From $\nabla^2(s_kh)=s_k(h''+4h'/s)$ one gets $H_0\varphi_k=[-\zeta^2/2+(2\zeta-Z)/s]\varphi_k$, and $\langle1/s\rangle=\frac{6/(2\zeta)^4}{24/(2\zeta)^5}=\zeta/2$. Subtracting $E_0=-Z^2/2$,

$$\Delta=-\frac{\zeta^2}{2}+\frac{(2\zeta-Z)\zeta}{2}+\frac{Z^2}{2}=\frac{\zeta^2-Z\zeta+Z^2}{2}>0 .$$

Next, $p_k\psi_0=-i\partial_k\psi_0=iZ\hat s_k\psi_0$, so $\langle\varphi_i|p_k|\psi_0\rangle=iM\delta_{ik}$ with

$$M=ZNN_0\frac{4\pi}{3}\int_0^\infty s^3e^{-\beta s}ds=\frac{8\pi ZNN_0}{\beta^4}=\frac{8Z(\zeta^5Z^3)^{1/2}}{\beta^4}.$$

Then

$$\psi^{(1)}=-\sum_k\varphi_k\frac{iMa_k}{c\Delta}=-\frac ic\chi,\qquad\chi=(\mathbf a\cdot\mathbf s)\,g(s),\qquad g=\frac{MN}{\Delta}e^{-\zeta s}.$$

At $\zeta=Z$ one has $M=Z/2$, $\Delta=Z^2/2$, $N=ZN_0$, so $g=\psi_0$: the basis then contains the exact response.

### The spurious current and its field

The part of $\mathbf j$ linear in $\mathbf a$ is $-\mathrm{Re}[\psi_0\mathbf p\psi^{(1)}+\psi^{(1)*}\mathbf p\psi_0]-\mathbf a\psi_0^2/c$. Here $\mathbf p\psi^{(1)}=(-i)(-i/c)\nabla\chi=-\nabla\chi/c$ and $\psi^{(1)*}\mathbf p\psi_0=(i\chi/c)(-i\nabla\psi_0)=\chi\nabla\psi_0/c$. With $\nabla\chi=\mathbf ag+(\mathbf a\cdot\mathbf s)\hat{\mathbf s}g'$, $g'=-\zeta g$ and $\psi_0'=-Z\psi_0$,

$$c\,\mathbf j=\psi_0\nabla\chi-\chi\nabla\psi_0-\mathbf a\psi_0^2=\mathbf a(\psi_0g-\psi_0^2)+(\mathbf a\cdot\mathbf s)\,\hat{\mathbf s}\,(Z-\zeta)\psi_0g .$$

The radial term can be absorbed into a gradient. For a radial $W$, $\nabla[(\mathbf a\cdot\mathbf s)W]=\mathbf aW+(\mathbf a\cdot\mathbf s)\hat{\mathbf s}W'$. Since $\psi_0g\propto e^{-\beta s}$, the choice $W=-(Z-\zeta)\psi_0g/\beta$ has $W'=(Z-\zeta)\psi_0g$. Therefore

$$c\,\mathbf j=\mathbf a\rho+\nabla\Lambda,\qquad\Lambda=(\mathbf a\cdot\mathbf s)W,\qquad\rho=\psi_0g-W-\psi_0^2=\frac{2Z}{\beta}\psi_0g-\psi_0^2,$$

because $1+(Z-\zeta)/\beta=2Z/\beta$.

The gradient produces no field. One has $(\mathbf t-\mathbf s)/u^3=\nabla_s(1/u)$, which is curl-free away from the probe, so $\nabla\Lambda\times\nabla(1/u)=\nabla\times[\Lambda\nabla(1/u)]$. Its volume integral is a surface integral of $\hat{\mathbf n}\times\Lambda\nabla(1/u)$. This vanishes at infinity because $\Lambda$ decays exponentially, and on a small sphere round the probe because $\nabla(1/u)$ is parallel to $\hat{\mathbf n}$.

What remains is $\mathbf B_{\rm ind}=c^{-2}\,\mathbf a\times\int\rho\,(\mathbf t-\mathbf s)/u^3\,d^3s$. The integral is the electrostatic field of a spherical charge $\rho$, which by Gauss's theorem is $\mathbf t\,Q/t^3$, with $Q$ the charge inside radius $t$. Using $\int_0^t4\pi s^2e^{-\beta s}ds=8\pi P_3(\beta t)/\beta^3$, the prefactor of the first term is $\frac{2Z}{\beta}\frac{N_0NM}{\Delta}\frac{8\pi}{\beta^3}=\frac{M}{\Delta}\,2M$, and the second term is the 1s charge inside $t$:

$$Q(t)=fP_3(\beta t)-P_3(2Zt),\qquad f=\frac{2M^2}{\Delta}=\frac{256\,Z^5\zeta^5}{\beta^8(\zeta^2-Z\zeta+Z^2)} .$$

Finally $\mathbf a\times\mathbf t=\tfrac12(\mathbf B\times\mathbf d)\times\mathbf t=\tfrac12[\mathbf d(\mathbf B\cdot\mathbf t)-\mathbf B(\mathbf d\cdot\mathbf t)]$, and the minus sign in the definition of $\sigma$ gives

$$\Delta\sigma_{\alpha\beta}=\frac{Q(t)}{2c^2t^3}\big[(\mathbf d\cdot\mathbf t)\delta_{\alpha\beta}-d_\alpha t_\beta\big],\qquad\Delta\sigma_{\rm iso}=\frac{Q\,\mathbf d\cdot\mathbf t}{3c^2t^3},$$

the trace of the bracket being $2\,\mathbf d\cdot\mathbf t$. The tensor is not symmetric. An s-only basis has $g=0$, which amounts to $f\to0$. At $\zeta=Z$, $f=1$ and $\beta=2Z$, so $Q=0$ for every $t$. That cancellation rests on the commutator step, and so on $\psi_0$ being the exact eigenfunction.

The gradient integrates to zero, so the net current is $c\int\mathbf j\,d^3s=\mathbf a\,Q(\infty)=\mathbf a(f-1)$. A conserved localized current has none, since $\int j_k=\int[\nabla\cdot(s_k\mathbf j)-s_k\nabla\cdot\mathbf j]=0$; the truncated basis violates current conservation whenever $f\ne1$. The number $f$ is the velocity-form oscillator-strength sum of the basis, and it cannot exceed 1. The form $\langle\cdot|H_0-E_0|\cdot\rangle$ is positive on p functions, and $(H_0-E_0)s_k\psi_0=Z\hat s_k\psi_0$ makes $M=\langle\varphi_k|H_0-E_0|s_k\psi_0\rangle$. The Cauchy–Schwarz inequality gives $M^2\le\Delta\cdot Z\langle s\rangle/3=\Delta/2$, with $\langle s\rangle=3/2Z$, and equality only for $\varphi_k\propto s_k\psi_0$.

Three limits follow. For large $t$, $Q\to f-1$ and $\Delta\sigma$ falls as $1/t^2$, the field of a current element, while the components of $\sigma^0$ fall as $1/t^3$ and $\sigma^0_{\rm iso}$ exponentially. For small $t$, $P_3(x)\approx x^3/6$ gives $Q/t^3\to(f\beta^3-8Z^3)/6$, so $\Delta\sigma\propto t$, in line with the parity zero. For $\zeta=Z+\epsilon$, $f$ is at its maximum and $1-f=O(\epsilon^2)$, but $P_3'(x)=x^2e^{-x}/2$ gives $Q\approx2Z^2t^3e^{-2Zt}\epsilon$: at finite $t$ the error is first order in the basis defect.

### The nucleus of a polarized atom

Add $\mathbf F\cdot\mathbf s$, the energy of the electron in an electric field $\mathbf F=F\hat{\mathbf F}$, and work to first order in $F$ at $\mathbf t=0$. The ground state becomes $\psi_0+\eta\varphi_F$ with $\varphi_F=\hat F_i\varphi_i$ and

$$\eta=-\frac{FD}{\Delta},\qquad D=\langle\varphi_z|s_z|\psi_0\rangle=NN_0\frac{4\pi}{3}\frac{24}{\beta^5}=\frac{32(\zeta^5Z^3)^{1/2}}{\beta^5}.$$

For the diamagnetic term,
$$\mathbf e=\langle\mathbf s/s^3\rangle=2\eta\hat{\mathbf F}NN_0\frac{4\pi}3\int_0^\infty se^{-\beta s}ds=\eta\hat{\mathbf F}\,\frac{8(\zeta^5Z^3)^{1/2}}{3\beta^2},$$
and the energy is $\mathbf a\cdot(\mathbf m\times\mathbf e)/c^2=\mathbf m\cdot(\mathbf e\times\mathbf a)/c^2$.

In the paramagnetic term $\langle\mathbf m\cdot\mathbf L/s^3\rangle/c$, the operator annihilates $\psi_0$ on either side. The wavefunction correction of order $aF$ could pair only with $\psi_0$ and drops out, leaving $2\,\mathrm{Re}\langle\eta\varphi_F|\mathbf m\cdot\mathbf L/s^3|\psi^{(1)}\rangle/c$. From $L_\alpha(s_kh)=-i\epsilon_{\alpha jk}s_jh$ and $\langle s^{-3}\rangle=N^2\frac{4\pi}{3}\frac1{(2\zeta)^2}=\zeta^3/3$, one has $\langle\varphi_i|L_\alpha/s^3|\varphi_k\rangle=-i\epsilon_{\alpha ik}\zeta^3/3$. Multiplying by the coefficient $-iMa_k/c\Delta$, with $(-i)(-i)=-1$, the energy is $-\eta\frac{2M\zeta^3}{3\Delta c^2}\,\mathbf m\cdot(\hat{\mathbf F}\times\mathbf a)$. The two terms add to $\eta K\,\mathbf m\cdot(\hat{\mathbf F}\times\mathbf a)/c^2$, and $\hat{\mathbf F}\times\mathbf a=\tfrac12[\mathbf B(\hat{\mathbf F}\cdot\mathbf d)-\mathbf d(\hat{\mathbf F}\cdot\mathbf B)]$, so

$$\Delta\sigma_{\alpha\beta}=\frac{\eta K}{2c^2}\big[(\mathbf d\cdot\hat{\mathbf F})\delta_{\alpha\beta}-d_\alpha\hat F_\beta\big],\qquad K=\frac{8(\zeta^5Z^3)^{1/2}}{3\beta^2}-\frac{2M\zeta^3}{3\Delta}.$$

At $\zeta=Z$ both terms equal $2Z^2/3$ and $K=0$, to this order in $F$. Inversion of $\mathbf s$ reverses $\mathbf F$ and $\mathbf a$ together and leaves $\sigma$ unchanged; as $\Delta\sigma$ is linear in $\mathbf d$, it is odd in $F$, and the first neglected term is of order $\eta^2$ relative to the formula.

### The phase

Replace every basis function $\phi_\mu(\mathbf s)$ by $e^{-i\lambda\mathbf a\cdot\mathbf r/c}\phi_\mu(\mathbf s)$, with a free number $\lambda$. The operator $-i\nabla$ acting on the exponential gives $(-i)(-i\lambda\mathbf a/c)=-\lambda\mathbf a/c$, so

$$\Big(\mathbf p+\frac{\mathbf A}{c}\Big)e^{-i\lambda\mathbf a\cdot\mathbf r/c}\phi_\mu=e^{-i\lambda\mathbf a\cdot\mathbf r/c}\Big(\mathbf p+\frac{\mathbf B\times\mathbf s}{2c}+\frac{(1-\lambda)\mathbf a}{c}\Big)\phi_\mu .$$

All functions carry the same phase, which cancels between bra and ket in the overlap, the kinetic energy, the potential and the probe operator. The potential and $\mathbf A_m$ depend only on $\mathbf s$ and $\mathbf t$. The matrices are thus those of the unphased problem with $\mathbf a\to(1-\lambda)\mathbf a$, and

$$\sigma=\sigma^0+(1-\lambda)\Delta\sigma .$$

At $\lambda=1$ the displacement is absent from every matrix, at any field strength and for any set $\phi_\mu$, with or without $\mathbf F$. The wrong sign, $\lambda=-1$, doubles the error. Since $\mathbf a\cdot\mathbf r=-\tfrac12\mathbf r\cdot(\mathbf d\times\mathbf B)$, the $\lambda=1$ factor is the London phase $e^{(i/2c)\mathbf r\cdot(\mathbf d\times\mathbf B)}$. Also $\mathbf a\cdot\mathbf d=0$, so $\mathbf a\cdot\mathbf r=\mathbf a\cdot\mathbf s$, and the phased 1s function is $\psi_0+\psi^{(1)}_{\rm exact}$ to first order: the phase supplies the function that the basis lacked.

The phase removes the origin dependence and nothing else. For the free atom the result is exact because $\mathbf L\psi_0=0$; for the polarized atom the response to $\mathbf B\cdot\mathbf L/2c$ is still that of the truncated basis. With several centres the phases leave $e^{(i/2c)[\mathbf B\times(\mathbf R_\mu-\mathbf R_\nu)]\cdot\mathbf r}$ in the matrix elements. Translating the system by $\mathbf d$ multiplies these by $e^{i\theta_\mu}e^{-i\theta_\nu}$ with constant $\theta_\mu=(\mathbf B\times\mathbf R_\mu)\cdot\mathbf d/2c$, a diagonal unitary change that leaves energies unaltered.

In PAW the truncated one-centre sets are the partial waves $\phi_{\mathbf R,n}$, $\tilde\phi_{\mathbf R,n}$ and projectors $\tilde p_{\mathbf R,n}$. Near an atom at $\mathbf R$ the state in the field carries the factor $e^{(i/2c)\mathbf r\cdot(\mathbf R\times\mathbf B)}$, whose first-order term needs $(\mathbf a\cdot\mathbf s)\phi_{\mathbf R,n}$, which a finite set need not span. GIPAW therefore uses

$$\mathcal T_B=1+\sum_{\mathbf R,n}e^{\frac{i}{2c}\mathbf r\cdot(\mathbf R\times\mathbf B)}\big[|\phi_{\mathbf R,n}\rangle-|\tilde\phi_{\mathbf R,n}\rangle\big]\langle\tilde p_{\mathbf R,n}|\,e^{-\frac{i}{2c}\mathbf r\cdot(\mathbf R\times\mathbf B)} .$$

The right-hand factor strips the phase before projection and the left-hand factor restores it. The exercise shows this mechanism; it does not estimate the size of the error in an actual PAW data set.

### Numbers

Take hydrogen, $Z=1$, with $\zeta=0.5$ bohr$^{-1}$ (the hydrogenic 2p function), $\mathbf d=(3,0,4)$ bohr and $\mathbf t=(0,0,2)$ bohr, so $\mathbf d\cdot\mathbf t=8$ bohr$^2$. The unit is $1/c^2=53.2514$ ppm.

With $J=0.091578$ and $I=3\times0.371163=1.113489$:

- $\sigma^0_{xx}=(2\times0.091578-1.113489/8)/6\times53.2514=0.390$ ppm
- $\sigma^0_{zz}=(0.091578+1.113489/8)/3\times53.2514=4.096$ ppm
- $\sigma^0_{\rm iso}=0.091578/3\times53.2514=1.626$ ppm

With $M=0.279351$ and $\Delta=0.375$ hartree, $f=2\times0.279351^2/0.375=0.416197$; since $\varphi_k$ is here an eigenfunction of $H_0$, this is the 1s–2p oscillator strength at fixed nucleus. Then $Q=0.416197\times0.576810-0.761897=-0.521830$, and

- $\Delta\sigma_{xx}=\Delta\sigma_{yy}=-0.521830\times8/16\times53.2514=-13.894$ ppm
- $\Delta\sigma_{xz}=+0.521830\times(3\times2)/16\times53.2514=10.421$ ppm
- $\Delta\sigma_{zx}=0$ because $t_x=0$, and $\Delta\sigma_{zz}=0$ because $\mathbf d\cdot\mathbf t=d_zt_z$
- $\Delta\sigma_{\rm iso}=-0.521830\times8/24\times53.2514=-9.263$ ppm, or $-2.316$ ppm per bohr of displacement along $\mathbf t$

The numerical check tests these tensors against a calculation from the definition: quadrature in laboratory coordinates, diagonalization at small finite $B$, and the expectation value of the probe operator. Its values in ppm are:

| case | $xx$ | $xz$ | iso |
|---|---|---|---|
| $\mathbf d=0$ | 0.390 | 0.000 | 1.626 |
| $\mathbf d$, no phase | −13.504 | 10.421 | −7.637 |
| $2\mathbf d$, no phase | −27.398 | 20.841 | −16.900 |
| $\mathbf d$, $\lambda=+1$ | 0.390 | 0.000 | 1.626 |
| $\mathbf d$, $\lambda=-1$ | −27.398 | 20.841 | −16.900 |

The $zz$ component is 4.096 ppm in every row. The spurious term reverses the sign of the isotropic shielding. The s-only basis has $Q=-P_3(2Zt)$ and gives the spurious part $\Delta\sigma_{\rm iso}=-0.761897\times8/24\times53.2514=-13.524$ ppm, and with $\lambda=1$ that basis too is tested to return $\sigma^0$.

At the same $\mathbf d$, with the probe on the $z$ axis, $\Delta\sigma_{\rm iso}$ is $-18.02$, $-17.31$ and $-2.64$ ppm at $t=0.5$, $1$ and $4$ bohr, against $\sigma^0_{\rm iso}=13.06$, $7.21$ and $0.054$ ppm. At $t=4$ bohr, $Q=-0.5958$ is near its limit $f-1=-0.5838$. At $t=0$ the displaced atom gives 17.7505 ppm, the Lamb value, which is your zero.

At $t=2$ bohr, $\zeta=0.8$, $1$ and $1.3$ bohr$^{-1}$ give $f=0.906$, $1$, $0.873$ and $\Delta\sigma_{\rm iso}=-2.31$, $0$, $-0.55$ ppm. The larger deficit $1-f$ goes with the smaller error here, because $f$ fixes only the far field. At $\zeta=1.3$ the more compact p function raises $P_3(\beta t)$, which offsets part of the loss in $f$. As $Q$ is positive just above $\zeta=Z$ by the first-order formula and equals $-0.0307$ at $\zeta=1.3$, it has an accidental zero in between, valid for this $t$ only.

For the polarized atom ($\zeta=0.5$) take $F=0.01$ a.u. along $z$. Then $\eta=-0.01\times0.744936/0.375=-0.019865$ and $K=0.209513-0.062078=0.147435$ bohr$^{-2}$. The isotropic value is $\eta K\,d_z/3c^2=-0.019865\times0.147435\times4/3\times53.2514=-0.20795$ ppm, and the $xz$ component is $-\eta Kd_x/2c^2=0.23394$ ppm. The finite-field values are $-0.20782$ and $0.23380$ ppm, which differ from the formula by less than 0.1% of it, the size allowed by a relative correction of order $\eta^2$. In this four-function basis the isotropic shielding at the nucleus is 17.744 ppm at $\mathbf d=0$, 17.536 ppm displaced without the phase, and 17.744 ppm displaced with it. The phase restores the value of the basis, not the converged one: a larger set of s, p and d functions gives 17.729 ppm at the same $F$, lower by 0.015 ppm.

## Values computed for the example and the checks

```
Z = 1, zeta = 0.5 1/bohr, d = [3. 0. 4.] bohr, t = [0. 0. 2.] bohr, d.t = 8 bohr^2
1/c^2 = 53.2514 ppm (shielding unit)
M = 0.279351 1/bohr, Delta = 0.375000 hartree, f = 0.416197, f-1 = -0.583803
P3(beta t=3) = 0.576810, P3(2Zt=4) = 0.761897, Q = -0.521830
small-t limit of Q/t^3 = -1.099223 1/bohr^3
J = 0.091578 1/bohr, P5(2Zt) = 0.371163, I = 1.113489 bohr^2
sigma0 formula: xx=yy 0.3902, zz 4.0962, iso 1.6256 ppm
Dsigma formula: xx=yy -13.8941, xz 10.4206, iso -9.2627 ppm
Dsigma formula: |zz| 0.0000, |zx| 0.0000 ppm
Dsigma iso per bohr of d along t = -2.3157 ppm/bohr
finite field d=0: xx 0.3902, zz 4.0962, xz 0.0000, iso 1.6256 ppm
finite field d, no phase: xx -13.5038, zz 4.0962, xz 10.4206, iso -7.6372 ppm
finite field 2d, no phase: xx -27.3979, zz 4.0962, xz 20.8411, iso -16.8999 ppm
finite field d, lam=+1: xx 0.3902, zz 4.0962, xz 0.0000, iso 1.6256 ppm
finite field d, lam=-1: xx -27.3979, zz 4.0962, xz 20.8411, iso -16.8999 ppm
s-only basis: Dsigma iso = -13.5240 ppm
zeta = 0.8 1/bohr: f = 0.906214, Q = -0.130036, Dsigma iso = -2.3082 ppm
zeta = 1 1/bohr: f = 1.000000, Q = 0.000000, Dsigma iso = 0.0000 ppm
zeta = 1.3 1/bohr: f = 0.873211, Q = -0.030704, Dsigma iso = -0.5450 ppm
t = 0.5 bohr: Q = -0.063443, sigma0 iso = 13.0601, Dsigma iso = -18.0183 ppm
t = 1 bohr: Q = -0.243766, sigma0 iso = 7.2068, Dsigma iso = -17.3078 ppm
t = 4 bohr: Q = -0.595841, sigma0 iso = 0.0536, Dsigma iso = -2.6441 ppm
at nucleus, F=0, d, no phase: iso = 17.7505 ppm; Lamb Z/(3c^2) = 17.7505 ppm
D = 0.744936 bohr, K = 0.147435 1/bohr^2 (dia 0.209513, para -0.062078)
F = 0.01 a.u. along z: eta = -0.019865
  Dsigma iso at nucleus: formula -0.20795, finite field -0.20782 ppm
  Dsigma xz at nucleus: formula 0.23394, finite field 0.23380 ppm
  sigma iso: d=0 17.74365, d no phase 17.53583, d lam=+1 17.74365 ppm
```
